# Half-Quantized Anomalous Hall Conductivity of a Massive Dirac Cone: a program that tests the result

```python
"""Intrinsic anomalous Hall effect of one massive two-dimensional Dirac cone.

H = v (kx sx + ky sy) + m sz, energies +-e, e = sqrt(v^2 k^2 + m^2).
Result under test, with A = i<u|grad u> and electron charge -1:
  curvature of the upper/lower band  = -/+ v^2 m / (2 e^3)
  Hall conductivity sigma_xy / (e^2/h) = -m / (2 max(|mu|, |m|))
v: velocity times hbar (eV angstrom), m: mass (eV), mu: Fermi energy (eV),
k: wave number (1/angstrom). Conductivities are in units of e^2/h.
The program also sizes effects that this clean continuum model leaves out.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.optimize import brentq
from scipy.special import expit

S0 = np.eye(2, dtype=complex)
SX = np.array([[0, 1], [1, 0]], dtype=complex)
SY = np.array([[0, -1j], [1j, 0]])
SZ = np.diag([1.0 + 0j, -1.0])


def dirac(kx, ky, v, m):
    return v * (kx * SX + ky * SY) + m * SZ


def curvature_formula(k, v, m, band):
    """band = 0 lower, 1 upper."""
    sign = 1 if band == 0 else -1
    return sign * v**2 * m / (2 * (v**2 * k**2 + m**2)**1.5)


def hall_formula(mu, m):
    return -0.5 * m / max(abs(mu), abs(m))


def loop_flux(hamiltonian, corners, band):
    """Berry flux through a small counterclockwise loop, from overlaps."""
    states = [np.linalg.eigh(hamiltonian(*c))[1][:, band] for c in corners]
    product = 1.0
    for i in range(len(states)):
        product *= np.vdot(states[i], states[(i + 1) % len(states)])
    return -np.angle(product)


def pair_curvature(h, hx, hy, mu):
    """Curvature summed over occupied bands, from matrix elements."""
    energy, u = np.linalg.eigh(h)
    x, y = u.conj().T @ hx @ u, u.conj().T @ hy @ u
    total = 0.0
    for n in np.where(energy < mu)[0]:
        for p in np.where(energy >= mu)[0]:
            total -= 2 * (x[n, p] * y[p, n]).imag / (energy[n] - energy[p])**2
    return total


def hall_sum(h0, hx, hy, mu, fermi_momenta, scale):
    """Hall conductivity of H = h0 + kx hx + ky hy, isotropic in k."""
    t, w = np.polynomial.legendre.leggauss(80)
    t, w = (t + 1) / 2, w / 2
    edges = [0.0] + sorted(fermi_momenta)
    total = 0.0
    for i, left in enumerate(edges):
        if i + 1 < len(edges):
            width = edges[i + 1] - left
            ks, ws = left + width * t, width * w
        else:
            ks, ws = left + scale * t / (1 - t), scale * w / (1 - t)**2
        for k, weight in zip(ks, ws):
            total -= weight * k * pair_curvature(h0 + k * hx, hx, hy, mu)
    return total


# Example: rough typical values for a magnetically doped (Bi,Sb)2Te3 surface
v, m, mu = 3.0, 0.025, 0.075
warping, asymmetry, tunnel = 250.0, 10.0, 0.005
bulk_edge, mobility = 0.2, 500.0
temp_use, temp_high = 2.0, 20.0
kf = np.sqrt(mu**2 - m**2) / v
kb = const.k / const.e

# Curvature from loop phases, both bands and both signs of the mass
step = 1e-4
for mass in (m, -m):
    for kx, ky in ((0.0, 0.0), (0.006, -0.004), (0.015, 0.02)):
        for band in (0, 1):
            d = step / 2
            corners = [(kx - d, ky - d), (kx + d, ky - d),
                       (kx + d, ky + d), (kx - d, ky + d)]
            flux = loop_flux(lambda a, b: dirac(a, b, v, mass), corners, band)
            exact = curvature_formula(np.hypot(kx, ky), v, mass, band)
            assert abs(flux / step**2 / exact - 1) < 1e-3

# Anomalous velocity from time evolution, model units v = m = 1
field, ramp, ky_start = 0.004, 80.0, 0.5


def ky_at(t):
    return ky_start - field * (t / 2 - ramp / (2 * np.pi) * np.sin(np.pi * t / ramp))


velocity_ratio = []
for band in (0, 1):
    start = np.linalg.eigh(dirac(0, ky_start, 1, 1))[1][:, band].astype(complex)
    run = solve_ivp(lambda t, y: -1j * (dirac(0, ky_at(t), 1, 1) @ y),
                    (0, ramp), start, method="DOP853", rtol=1e-10, atol=1e-12)
    psi = run.y[:, -1]
    vx = np.vdot(psi, SX @ psi).real / np.vdot(psi, psi).real
    expected = field * curvature_formula(ky_at(ramp), 1, 1, band)
    velocity_ratio.append(vx / expected)
    assert abs(vx / expected - 1) < 0.01

# Gap and metal from sums over numerically diagonalized states
gap_sum = hall_sum(m * SZ, v * SX, v * SY, 0.0, [], m / v)
metal_sum = hall_sum(m * SZ, v * SX, v * SY, mu, [kf], m / v)
hole_sum = hall_sum(m * SZ, v * SX, v * SY, -mu, [kf], m / v)
reversed_sum = hall_sum(-m * SZ, v * SX, v * SY, 0.0, [], m / v)
assert abs(gap_sum - hall_formula(0, m)) < 1e-6
assert abs(metal_sum - hall_formula(mu, m)) < 1e-6
assert abs(hole_sum - hall_formula(-mu, m)) < 1e-6
assert abs(reversed_sum - hall_formula(0, -m)) < 1e-6


# Lattice band: integer Chern number, changing by one with one cone's mass
def lattice_chern(cone_mass, n=24):
    def h(a, b):
        return (np.sin(a) * SX + np.sin(b) * SY
                + (cone_mass - 2 + np.cos(a) + np.cos(b)) * SZ)
    q = 2 * np.pi / n
    total = 0.0
    for i in range(n):
        for j in range(n):
            corners = [(i * q, j * q), ((i + 1) * q, j * q),
                       ((i + 1) * q, (j + 1) * q), (i * q, (j + 1) * q)]
            total += loop_flux(h, corners, 0)
    return total / (2 * np.pi)


chern_plus, chern_minus = lattice_chern(0.4), lattice_chern(-0.4)
assert abs(chern_plus - round(chern_plus)) < 1e-8
assert abs(chern_minus - round(chern_minus)) < 1e-8
assert abs(chern_plus - chern_minus - 1) < 1e-8

# Film: two surfaces of opposite helicity coupled by tunnelling
film_x, film_y = v * np.kron(SZ, SY), -v * np.kron(SZ, SX)


def film_h0(t):
    return m * np.kron(S0, SZ) + t * np.kron(SX, S0)


film_kf = [np.sqrt(mu**2 - (m + s * tunnel)**2) / v for s in (1, -1)]
film_gap = hall_sum(film_h0(tunnel), film_x, film_y, 0.0, [], m / v)
film_metal = hall_sum(film_h0(tunnel), film_x, film_y, mu, film_kf, m / v)
film_strong = hall_sum(film_h0(2 * m), film_x, film_y, 0.0, [], m / v)
assert abs(film_gap - 2 * hall_formula(0, m)) < 1e-5
assert abs(film_metal - 2 * hall_formula(mu, m)) < 1e-5
assert abs(film_strong) < 1e-5

# Temperature: occupation-weighted curvature against smeared cold result
s_grid = (np.arange(200000) + 0.5) / 200000


def thermal_hall(fermi, temperature):
    kt, e = kb * temperature, m / s_grid
    return -0.5 * np.mean(expit((fermi + e) / kt) - expit((fermi - e) / kt))


def smeared_hall(fermi, temperature):
    x = np.linspace(-40, 40, 80001)
    weight = expit(x) * expit(-x)
    cold = -0.5 * m / np.maximum(abs(fermi + kb * temperature * x), m)
    return np.sum(weight * cold) * (x[1] - x[0])


for fermi in (0.0, 0.03, mu):
    for temperature in (temp_high, 100.0):
        assert abs(thermal_hall(fermi, temperature)
                   - smeared_hall(fermi, temperature)) < 2e-5


def gap_loss(temperature):
    return np.mean(2 * expit(-m / s_grid / (kb * temperature)))


metal_hot = thermal_hall(mu, temp_high)

# Hexagonal warping: mass term m + warping k^3 cos(3 phi)
angles = 2 * np.pi * np.arange(36) / 36
nodes, weights = np.polynomial.legendre.leggauss(30)
pocket, edge_mass = 0.0, 0.0
for phi in angles:
    c3 = np.cos(3 * phi)
    edge = brentq(lambda k: v**2 * k**2 + (m + warping * k**3 * c3)**2 - mu**2,
                  0, 2 * kf)
    edge_mass += (m + warping * edge**3 * c3) / len(angles)
    for node, weight in zip(nodes, weights):
        k = edge * (node + 1) / 2
        kx, ky = k * np.cos(phi), k * np.sin(phi)
        h = dirac(kx, ky, v, m + warping * k**3 * c3)
        hx = v * SX + 3 * warping * (kx**2 - ky**2) * SZ
        hy = v * SY - 6 * warping * kx * ky * SZ
        pocket += (weight * edge / 2 * k * pair_curvature(h, hx, hy, 0.0)
                   / len(angles))
warped_hall = -edge_mass / (2 * mu)
assert abs(-(0.5 - pocket) - warped_hall) < 1e-6

# Electron-hole asymmetry: an added term asymmetry * k^2 on the diagonal
k_asym = brentq(lambda k: asymmetry * k**2 + np.hypot(v * k, m) - mu, 0, 2 * kf)
asym_hall = hall_formula(np.hypot(v * k_asym, m), m)
asym_sum = hall_sum(m * SZ, v * SX, v * SY, mu - asymmetry * k_asym**2,
                    [k_asym], m / v)
assert abs(asym_hall - asym_sum) < 1e-6


# White-noise impurities: retarded-advanced bubble with ladder, v = 1
def bubble_hall(energy, mass, width, ladder):
    """ladder = 0: scalar broadening only; 1: impurity self-energy and ladder."""
    a = energy + 1j * width
    b = mass - 1j * width * mass / energy * ladder
    pole = a * a - b * b
    t, w = np.polynomial.legendre.leggauss(60)
    low, high = np.arctan(-pole.real / pole.imag), np.pi / 2
    theta = low + (high - low) * (t + 1) / 2
    x = pole.real + pole.imag * np.tan(theta)      # x = k^2
    dx = pole.imag / np.cos(theta)**2 * w * (high - low) / 2
    strength = 4 * width / energy * ladder
    if ladder:
        mean_g = np.sum(dx / (pole - x)) / (4 * np.pi)
        assert abs((strength * a * mean_g).imag / (-width) - 1) < 1e-3
        assert abs((strength * b * mean_g).imag / (-width * mass / energy) - 1) < 1e-3
    loop = np.zeros((2, 2))
    for phi in 2 * np.pi * np.arange(8) / 8:
        spin = np.cos(phi) * SX + np.sin(phi) * SY
        g = (a * S0 + b * SZ + np.sqrt(np.maximum(x, 0))[:, None, None] * spin)
        g = g / (pole - x)[:, None, None]
        for i, si in enumerate((SX, SY)):
            for j, sj in enumerate((SX, SY)):
                trace = np.einsum("ab,nbc,cd,nad->n", si, g, sj, g.conj())
                loop[i, j] += 0.5 * np.sum(dx * trace.real) / 8 / (4 * np.pi)
    full = loop @ np.linalg.inv(np.eye(2) - strength * loop)
    return 2 * full[0, 1]


def ladder_factor(energy, mass):
    return 8 * energy**2 * (energy**2 + mass**2) / (energy**2 + 3 * mass**2)**2


for ratio in (1.5, mu / m, 6.0):
    clean = hall_formula(ratio, 1.0)
    assert abs(bubble_hall(ratio, 1.0, 1e-5 * ratio, 0) / clean - 1) < 1e-3
    dirty = bubble_hall(ratio, 1.0, 1e-5 * ratio, 1)
    assert abs(dirty / (clean * ladder_factor(ratio, 1.0)) - 1) < 1e-3
ladder_hall = bubble_hall(mu / m, 1.0, 1e-5 * mu / m, 1)
kf_path = const.hbar * (kf * 1e10)**2 * mobility * 1e-4 / const.e

# Printed numbers
micro = const.e**2 / const.h * 1e6
metal = hall_formula(mu, m)
print(f"velocity parameter v: {v:.2f} eV angstrom")
print(f"mass m: {m:.3f} eV; full gap: {2 * m:.3f} eV")
print(f"metallic Fermi energy mu: {mu:.3f} eV")
print(f"Fermi wave number: {kf:.5f} 1/angstrom")
print(f"electron density in the cone: {kf**2 / (4 * np.pi) * 1e16:.3e} cm^-2")
print(f"lower-band curvature at k=0: {curvature_formula(0, v, m, 0):.1f} angstrom^2")
print(f"lower-band curvature at kF: {curvature_formula(kf, v, m, 0):.1f} angstrom^2")
print(f"driven velocity / formula, lower band: {velocity_ratio[0]:.5f}")
print(f"driven velocity / formula, upper band: {velocity_ratio[1]:.5f}")
print(f"sigma_xy in gap, state sum: {gap_sum:.6f} e^2/h")
print(f"sigma_xy in gap, mass reversed: {reversed_sum:.6f} e^2/h")
print(f"sigma_xy in metal, state sum: {metal_sum:.6f} e^2/h")
print(f"sigma_xy at -mu (holes), state sum: {hole_sum:.6f} e^2/h")
print(f"magnitude in gap: {abs(hall_formula(0, m)) * micro:.3f} microsiemens")
print(f"magnitude in metal: {abs(metal) * micro:.3f} microsiemens")
for value in (0.025, 0.050, 0.100, 0.150):
    print(f"intrinsic sigma_xy at mu={value:.3f} eV: {hall_formula(value, m):.4f} e^2/h")
print(f"lattice Chern number, cone mass +0.4: {round(chern_plus)}")
print(f"lattice Chern number, cone mass -0.4: {round(chern_minus)}")
print(f"tunnelling between surfaces: {tunnel:.3f} eV")
print(f"film sigma_xy in gap: {film_gap:.5f} e^2/h")
print(f"film sigma_xy in metal: {film_metal:.5f} e^2/h")
print(f"film in gap, tunnelling {2 * m:.3f} eV: {abs(film_strong):.5f} e^2/h (magnitude)")
print(f"relative thermal loss in gap at {temp_use:.0f} K: {gap_loss(temp_use):.1e}")
print(f"relative thermal loss in gap at {temp_high:.0f} K: {gap_loss(temp_high):.1e}")
print(f"relative thermal change in metal at {temp_high:.0f} K: {100 * (metal_hot / metal - 1):.2f} %")
print(f"warping coefficient: {warping:.0f} eV angstrom^3")
print(f"relative change in metal by warping: {100 * (warped_hall / metal - 1):.2f} %")
print(f"asymmetry coefficient: {asymmetry:.0f} eV angstrom^2")
print(f"relative change in metal by asymmetry: {100 * (asym_hall / metal - 1):.2f} %")
print(f"bulk band edge from cone centre: {bulk_edge:.2f} eV")
print(f"share of gap value from beyond that edge: {100 * m / bulk_edge:.1f} %")
print(f"ladder factor on intrinsic metal value: {ladder_factor(mu, m):.3f}")
print(f"sigma_xy in metal with impurity ladder: {ladder_hall:.4f} e^2/h")
print(f"mobility: {mobility:.0f} cm2/Vs")
print(f"kF times mean free path: {kf_path:.2f}")
print("tests ok")
```

Output:

```
velocity parameter v: 3.00 eV angstrom
mass m: 0.025 eV; full gap: 0.050 eV
metallic Fermi energy mu: 0.075 eV
Fermi wave number: 0.02357 1/angstrom
electron density in the cone: 4.421e+11 cm^-2
lower-band curvature at k=0: 7200.0 angstrom^2
lower-band curvature at kF: 266.7 angstrom^2
driven velocity / formula, lower band: 1.00030
driven velocity / formula, upper band: 1.00030
sigma_xy in gap, state sum: -0.500000 e^2/h
sigma_xy in gap, mass reversed: 0.500000 e^2/h
sigma_xy in metal, state sum: -0.166667 e^2/h
sigma_xy at -mu (holes), state sum: -0.166667 e^2/h
magnitude in gap: 19.370 microsiemens
magnitude in metal: 6.457 microsiemens
intrinsic sigma_xy at mu=0.025 eV: -0.5000 e^2/h
intrinsic sigma_xy at mu=0.050 eV: -0.2500 e^2/h
intrinsic sigma_xy at mu=0.100 eV: -0.1250 e^2/h
intrinsic sigma_xy at mu=0.150 eV: -0.0833 e^2/h
lattice Chern number, cone mass +0.4: 1
lattice Chern number, cone mass -0.4: 0
tunnelling between surfaces: 0.005 eV
film sigma_xy in gap: -1.00000 e^2/h
film sigma_xy in metal: -0.33333 e^2/h
film in gap, tunnelling 0.050 eV: 0.00000 e^2/h (magnitude)
relative thermal loss in gap at 2 K: 1.4e-65
relative thermal loss in gap at 20 K: 6.1e-08
relative thermal change in metal at 20 K: 0.18 %
warping coefficient: 250 eV angstrom^3
relative change in metal by warping: -0.32 %
asymmetry coefficient: 10 eV angstrom^2
relative change in metal by asymmetry: 6.81 %
bulk band edge from cone centre: 0.20 eV
share of gap value from beyond that edge: 12.5 %
ladder factor on intrinsic metal value: 5.000
sigma_xy in metal with impurity ladder: -0.8333 e^2/h
mobility: 500 cm2/Vs
kF times mean free path: 1.83
tests ok
```
